# Why a cation at carbon raises the CO stretching wavenumber

**Question.** In many metal carbonyls the metal donates electrons into the π* orbitals of CO, and the stretching wavenumber falls below that of free CO. Near some cations bound at carbon it rises instead. Can the electric field of the cation cause this without appreciable back-donation, and why does it matter which end of the molecule the cation is on?

**Answer.**

## The mechanism

Let the \(z\) axis run from carbon to oxygen, with the centre of mass of CO at the origin. A cation on the carbon side, on this axis, produces a field \(F>0\), pointing from C to O. It pulls electrons towards carbon.

The stretching wavenumber responds to the force that the field exerts along the bond. The dipole moment \(\mu\) is positive when it points from C to O, that is, for C(−)O(+). Lengthening the bond makes carbon more positive and oxygen more negative, so

\[
\mu'=\frac{d\mu}{dr}<0 .
\]

The energy of a dipole in the field is \(-\mu F\). A longer bond has a smaller \(\mu\), hence a higher energy in this field. The field therefore compresses the bond, and a compressed bond is stiffer because the energy curve is anharmonic. With the cation at oxygen, \(F\) changes sign, the bond is stretched, and it softens.

The slope of the dipole matters here, not its value. A constant dipole adds a constant energy and no force along the bond. The small permanent dipole of CO, and even its sign, is therefore no guide to the shift.

In a uniform field this compression is an effect of polarised electrons, as a reciprocity relation and a look at the nuclei will show. Let \(E(r,F)\) be the energy with the nuclei clamped. For a variational state \(\partial E/\partial F=-\mu\), and the force along the bond is \(f=-\partial E/\partial r\). Exchanging the order of differentiation gives

\[
\frac{\partial f}{\partial F}=-\frac{\partial^2E}{\partial F\,\partial r}=\frac{d\mu}{dr}.
\]

The same number thus describes two things: how charge moves when the bond is stretched, and how the bond is pushed when the field is applied.

Part of this force could come from the direct pull of the field on the bare nuclei. With the centre of mass fixed, the nuclei lie at

\[
z_C=-ar,\quad z_O=br,\quad a=\frac{m_O}{m_C+m_O},\quad b=\frac{m_C}{m_C+m_O}.
\]

The nuclear contribution to \(\mu'\) is \(Z_Ob-Z_Ca\), or

\[
\frac{Z_Om_C-Z_Cm_O}{m_C+m_O}=0.0011\ \text{(in units of }e)
\]

for \(^{12}\)C\(^{16}\)O. It nearly vanishes because both nuclei have almost the same ratio of charge to mass: a uniform field accelerates them together and hardly changes their separation. In a uniform field the compression therefore reaches the nuclei through the electron cloud that the field has deformed. This separation applies to a uniform field and to motion about the centre of mass. Near a point charge the two nuclei feel different fields, and the direct forces no longer cancel.

## From the force to the wavenumber

Let \(U_0(r)\) be the energy curve of free CO, with minimum \(r_0\), and let the surroundings add a small energy \(W(r)\). Put \(x=r-r_0\) and expand:

\[
U=U_0(r_0)+\tfrac12kx^2+\tfrac16u_3x^3+W+W'x+\tfrac12W''x^2+\cdots
\]

All derivatives are taken at \(r_0\). The curve is steeper on the short side, so \(u_3<0\). Setting \(dU/dx=0\) and keeping first order in \(W\) gives the new minimum

\[
\delta r=-\frac{W'}{k}.
\]

The second derivative there is \(k+u_3\,\delta r+W''\), so the force constant changes by

\[
\Delta k=W''-\frac{u_3W'}{k}.
\]

If \(W'>0\), the surroundings compress the bond, and the second term is positive because \(u_3<0\). The reduced mass is unchanged, so the harmonic wavenumber \(\omega\) is proportional to the square root of the force constant:

\[
\Delta\omega=\omega\left(\sqrt{1+\frac{\Delta k}{k}}-1\right)\approx\frac{\omega}{2k}\left(W''-\frac{u_3W'}{k}\right).
\]

For a uniform field, up to second order,

\[
W=-\mu F-\tfrac12\alpha F^2,
\]

where \(\alpha\) is the polarisability along the axis. The term linear in \(F\) has \(W'=-\mu'F\) and \(W''=-\mu''F\). Inserting these gives

\[
\frac{d\omega}{dF}=\frac{\omega}{2k}\left(\frac{u_3\mu'}{k}-\mu''\right).
\]

Since \(u_3\) and \(\mu'\) are both negative, their product raises the wavenumber for a cation at carbon.

The quadratic term acts the other way. It contributes \(-\tfrac12\alpha'F^2\) to \(W'\). A longer bond is more polarisable, \(\alpha'>0\), so this term favours stretching whatever the sign of the field. The word "polarisation" thus covers two effects. The response linear in the field, which couples field and stretch, raises the wavenumber. The induction energy, which begins at second order, pulls the bond longer and takes back part of the rise.

For a point charge \(q\) the same division reads

\[
W(r)=qV(r)+W_{\rm pol}(r),\qquad W_{\rm pol}\le0,
\]

where \(V(r)\) is the potential of the free molecule, at bond length \(r\), at the position of the charge. The inequality follows from the variational principle: the undistorted state has energy \(U_0+qV\) and is a permitted trial state, so relaxation can only lower the energy. Although \(V\) is computed from undistorted molecules, its derivative contains the charge flow on stretching. By reciprocity, that part is the linear electronic response described above. The derivative also contains the direct forces on the two nuclei, which do not cancel near a point charge.

## The free molecule in numbers

The example uses Hartree–Fock theory with the def2-SVP basis. Energies at seven bond lengths, 0.03 bohr apart, were interpolated by a polynomial to obtain the minimum and derivatives. For free CO this gives

- \(r_0=1.1068\) Å and \(\omega=2474\) cm⁻¹;
- \(k=2473\) N/m and \(u_3/k=-6.75\) Å⁻¹;
- \(\mu'=-1.021\,e\) and \(\mu''=-0.272\,e/a_0\), with \(a_0=0.5292\) Å.

The permanent dipole at this level is \(-0.048\,ea_0\), which is C(+)O(−), whereas real CO has a small dipole of the opposite sense. The error does not enter the formula, which contains only derivatives of \(\mu\).

In units of \(e/a_0\), the bracket in the field slope is

\[
(-6.75\times0.5292)(-1.021)+0.272=3.65+0.27=3.92 .
\]

Compression followed by anharmonic stiffening supplies 93% of it; the curvature of the dipole supplies the rest. A field of 1 MV/cm acting on \(e/a_0\) corresponds to 0.303 N/m, so

\[
\frac{d\omega}{dF}=\frac{2474}{2\times2473}\times3.92\times0.303
=0.594\ \mathrm{cm^{-1}/(MV/cm)} .
\]

As a test, the energy curves were recomputed in fields of \(\pm15.4\) MV/cm. Half the difference of the two wavenumbers, divided by the field, is also 0.594 cm⁻¹/(MV/cm). The mixed energy derivative from the same curves reproduces \(\mu'=-1.021\,e\), as reciprocity requires.

## A unit charge in place of sodium

Na⁺ is a suitable cation because it has no valence d electrons to donate. The linear complex Na⁺–CO, optimised at the same level, has an Na–C distance of 2.669 Å. The sodium ion is now replaced by a bare charge \(+e\) at the same place, \(D=3.296\) Å from the centre of mass of CO. This charge carries no orbitals, so there is no metal orbital that could donate or accept electrons. \(D\) is held fixed while the bond vibrates.

The field of the charge at the centre of mass is 133 MV/cm. The uniform-field slope then predicts

\[
0.594\times133\approx79\ \mathrm{cm^{-1}} .
\]

The actual potential of the free molecule gives a linear slope of 82 cm⁻¹ per unit charge, or 80 cm⁻¹ with the square-root formula. On the carbon side the non-uniformity of the field thus changes the total by only about 4% at this order. This is not general: at the same distance \(D\) on the oxygen side the slope is \(-69\) cm⁻¹, 12% smaller in size than the uniform-field value. The non-uniformity also changes how the force arises. The charge repels the nearby carbon nucleus more strongly than the oxygen nucleus, and this direct push contributes \(0.068\,E_h/a_0\) to \(W'\), while the electrons contribute \(-0.042\,E_h/a_0\). Only the sum is close to the uniform-field value \(-\mu'F\).

The induction energy must be added. The two contributions to \(W'\), in \(E_h/a_0\), are \(0.0260\) from the free-molecule potential and \(-0.0051\) from induction. Their sum is 0.0209, or 1.72 nN. The bond should therefore shorten by

\[
\frac{1.72\times10^{-9}\ \mathrm N}{2473\ \mathrm{N/m}}
=7.0\times10^{-13}\ \mathrm m=0.0070\ \text{Å}.
\]

The anharmonic part of the stiffening is \(6.75\times0.0070=4.7\%\) of \(k\). Half of this, applied to \(\omega\), gives about 58 cm⁻¹. Including \(W''\), the formula gives 64.1 cm⁻¹. The full curve, computed with the charge present, gives a rise of 63.9 cm⁻¹ and a bond length of 1.1001 Å, which is 0.0067 Å shorter than in free CO. Induction has thus removed about 16 cm⁻¹ from the 80 cm⁻¹.

The electron cloud shows the expected displacement. On a scale where carbon is 0 and oxygen is 1, the centre of the four π electrons lies at 0.759 in free CO and at 0.737 with the charge present, at the same bond length. The π electrons lie towards oxygen and are drawn back towards carbon.

The control is the same charge on the other side, 2.669 Å from oxygen when the bond has its length in the sodium complex. The wavenumber then falls by 91 cm⁻¹. Two effects favour a fall larger than the rise. In the expansion above, induction now acts in the same direction as the linear term, and the charge is somewhat nearer the centre of mass, because oxygen is the heavier atom. The free-molecule potential alone gives a fall of 77 cm⁻¹, and induction adds 14 cm⁻¹; moving the charge out to \(D=3.296\) Å reduces the total fall to 81.5 cm⁻¹. The non-uniformity of the field acts the other way and weakens the fall.

## Limits of distance and field

For a distant charge the field varies as \(D^{-2}\), and the induction energy fades faster than the linear term. At \(D=5\) Å the field is \(133(3.296/5)^2=58\) MV/cm, and the linear estimate of the rise is 34 cm⁻¹.

In a strong uniform field the induction term grows faster. The two parts of \(W'\) cancel when

\[
-\mu'F=\tfrac12\alpha'F^2,\qquad F=-\frac{2\mu'}{\alpha'} .
\]

The computed \(\alpha'=8.75\,a_0^2\) gives \(F=0.233\) atomic units, about 1200 MV/cm. This extrapolates a second-order expansion far beyond the fields used here, so it indicates a scale and not a predicted field at which the compression vanishes. It does show that the rise cannot be assumed to grow in proportion to the field. At 133 MV/cm the same expansion makes the opposing force 11% of the linear one, while the point charge gives \(0.0051/0.0260=20\%\). The uniform-field estimate omits field gradients and higher-order response, whose shares were not separated.

## What the real ion adds

In the complete Na⁺–CO calculation the wavenumber is 2555 cm⁻¹, a rise of 81 cm⁻¹. At this level the bare charge accounts for \(63.9/81.0=79\%\) of it. The share depends on the method: at the same distance \(D\), second-order Møller–Plesset theory (MP2) gives rises of 34 cm⁻¹ for the ion and 9 cm⁻¹ for the bare charge, a share of about a quarter. The repulsion between the closed shells of Na⁺ and CO also raises the wavenumber, as the following estimate shows.

A bare charge attracts the molecule, and this attraction has to be balanced in a real complex. Let \(U(r,D)\) now be the energy of CO with the bare charge, and represent the repulsion by a wall energy \(w(R)\), which depends on the cation–carbon distance

\[
R=D-ar .
\]

At equilibrium the derivative of the total energy with respect to \(D\) vanishes:

\[
G+w'(R)=0,\qquad G=\frac{\partial U}{\partial D}>0 .
\]

Stretching CO about its centre of mass moves carbon towards the cation, so \(dR/dr=-a\). The wall therefore adds

\[
\frac{dw}{dr}=-aw'=aG,\qquad \frac{d^2w}{dr^2}=a^2w'' .
\]

The first quantity is positive: the wall also compresses the bond. The calculation gives \(G=0.0125\,E_h/a_0\). With \(a=0.571\), the added force is \(0.0071\,E_h/a_0\), or 0.59 nN. The value of \(w''\) was found by subtracting the curvature of the point-charge energy from the stiffness of the real complex along \(R\). Both terms together predict a further 25 cm⁻¹.

The predicted total is \(64+25=89\) cm⁻¹, against 81 cm⁻¹ in the complete calculation. The wall has the right sign, but its 25 cm⁻¹ exceeds the 17 cm⁻¹ left over by the bare charge by nearly half, so the estimate gives only the order of magnitude of the remainder. A wall that depends on \(R\) alone omits any change of the repulsion with the CO bond length and any charge transfer; their shares in the discrepancy were not determined.

Coupling to the sodium–carbon stretch is not the source of the rise. With the distance from Na⁺ to the centre of mass of CO clamped, the rise is 80.9 cm⁻¹. With both stretches free, it is 81.0 cm⁻¹. The sodium–carbon stretch lies at 165 cm⁻¹, far below the CO stretch.

## How much back-donation would cancel the rise?

Suppose that \(n\) electrons enter the π* pair. In Hartree–Fock theory the derivative of the energy with respect to an orbital occupation is the orbital energy. To first order in \(n\),

\[
W(r)=n\,\varepsilon_{\pi^*}(r),\qquad
\frac{d\omega}{dn}=\frac{\omega}{2k}\left(\varepsilon_{\pi^*}''-\frac{u_3\varepsilon_{\pi^*}'}{k}\right).
\]

An antibonding level falls as the bond lengthens, so its occupation stretches and softens the bond. The orbital energies of free CO give \(-541\) cm⁻¹ per electron. A separate self-consistent calculation with 0.02 electron spread over the π* pair gives the same slope.

The rise in Na⁺–CO would therefore be cancelled by

\[
n=\frac{81}{541}=0.15
\]

electron. This is a linear estimate with the π* orbitals of free CO, and it gives only the order of magnitude. An empty Hartree–Fock level depends strongly on the basis: the slope is \(-749\) cm⁻¹ per electron in def2-SVPD and \(-258\) in def2-TZVPD, which moves \(n\) between about 0.11 and 0.31. Correlation lowers the rise to be cancelled, and the threshold with it; the MP2 rise of 34 cm⁻¹ with the def2-SVP slope gives 0.06. "Without appreciable back-donation" now has a rough measure: the population must be well below this value if the electrostatic rise is to survive largely intact. A wavenumber above the free value does not prove that back-donation is absent. It shows that the effects raising the wavenumber outweigh those lowering it.

## Accuracy and real carbonyls

Hartree–Fock theory puts the free wavenumber too high: the measured harmonic value is about 2170 cm⁻¹. It also overstates the shift. Coupled-cluster theory with single and double excitations, in the same basis and with the 1s electrons frozen, gives 2266 cm⁻¹ for free CO and a rise of 39 cm⁻¹ for the same bare charge. Electron correlation thus reduces the Hartree–Fock rise by nearly 40% but leaves its sign unchanged. Coupled-cluster theory at this level is not exact either; it omits connected triple excitations, and the basis is small. The size of the rise is sensitive to the treatment of correlation: MP2 gives only 9 cm⁻¹ in the same basis and 12 cm⁻¹ in def2-TZVPD. The sign is the same at all these levels.

The other corrections to the bare-charge result are smaller. The larger 6-311G* basis gives 68 cm⁻¹ at the Hartree–Fock level, and def2-TZVPD, which has diffuse functions, gives 66 cm⁻¹. The ingredients move more than the total: in def2-TZVPD the free wavenumber is 2426 cm⁻¹, the field slope is 0.625 cm⁻¹/(MV/cm) and induction removes about 22 cm⁻¹ instead of 16; def2-SVPD gives \(\alpha'=9.05\,a_0^2\). Correcting the lowest vibrational interval for cubic and quartic anharmonicity, by second-order perturbation theory, gives 64 cm⁻¹, practically the harmonic shift.

The parameters describe an isolated alkali cation with one CO. Transition-metal carbonyls differ from this model in several ways, of which two are considered here. First, their metals usually have d electrons: by the estimate above, 0.05 electron in π* would lower the wavenumber by about 27 cm⁻¹ (13 to 37 cm⁻¹ with the slopes from the other bases). Nickel tetracarbonyl, a neutral molecule with back-donation, absorbs below free CO, whereas silver(I) and copper(I) carbonyls with weakly coordinating anions can absorb above it. The sodium model shows that an electrostatic rise is possible; it does not give the balance for those metals. Secondly, in a salt, a counter-ion on the far side of the cation weakens the field. A charge \(-e\) placed, for illustration, 3 Å behind the cation on the same axis lies 6.3 Å from the centre of CO. It cancels \(133(3.3/6.3)^2\approx36\) MV/cm, which removes about 22 cm⁻¹ in the linear estimate. The opposing induction term weakens as well, so the full energy curve gives a smaller loss, about 16 cm⁻¹.

A rise is therefore to be expected when the cation is at carbon, its field is poorly screened, and the π* population remains small. If the cation sits at oxygen, the linear term changes sign. If the metal donates enough π density, the wavenumber falls even though the cation is at carbon.
